# Why thin-film curvatures add regardless of stacking order

A wafer receives a barrier film, then aluminium, then a cap. Each film is under stress, so each deposition bends the wafer a little, and an optical measurement records the change in curvature. The usual reading of these changes assigns to each film an amount proportional to its stress times its thickness. It takes no account of whether the film lies against the wafer or on top of the others. This looks suspicious: the cap pulls on a wafer that already carries two films, and it pulls from higher up. Why should its place in the stack not matter?

The answer has two parts. Linear elasticity makes the effects of the films a sum. The thinness of the films gives every term in that sum nearly the same weight. A model that can be solved completely shows both parts, and also shows what is left over.

## The model

A substrate of thickness $h_s$ carries films $i=1,\dots,n$ of thickness $h_i$. All layers are linearly elastic, isotropic, uniform, perfectly bonded and cover the whole area. Height $z$ is measured from the midplane of the substrate, with the films on the side $z>0$. Tension is positive, and the curvature $K$ is positive when the film side is concave.

Far from the edge, let the in-plane displacements be $u_x=(\varepsilon_0-Kz)x$ and $u_y=(\varepsilon_0-Kz)y$, and let the vertical one be $u_z=K(x^2+y^2)/2+g(z)$. The in-plane strain is then the same in every direction,

$$\varepsilon(z)=\varepsilon_0-Kz .$$

The shear strains vanish, because $\partial u_x/\partial z=-Kx$ cancels $\partial u_z/\partial x=Kx$, and likewise for $y$. The faces are free, so we take $\sigma_{zz}=0$; the function $g$ supplies whatever thickness strain this requires. Hooke's law for equal in-plane stresses $\sigma$ reads $\varepsilon=(\sigma-\nu\sigma)/E$, so

$$\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}.$$

Here $E$ is Young's modulus, $\nu$ Poisson's ratio and $M$ the biaxial modulus. The in-plane stress depends on $z$ alone and the other stress components are zero, so the equations of equilibrium hold at every point. The linear strain profile is therefore a solution of three-dimensional elasticity in the interior. Near the edge it fails, because the stress must drop to zero there.

Let $\sigma_i$ be the stress film $i$ would have if the substrate were held flat and unstrained. This definition suits a finished stack cooled as a whole, where each film has its own mismatch with the substrate. When the substrate is released, the film stress becomes

$$\tau(z)=\sigma_i+M_i(\varepsilon_0-Kz).$$

## The substrate does the adding

No external force or moment acts on the wafer, so the stresses in substrate and films together have zero resultant force and zero resultant moment. In the substrate the stress is $M_s(\varepsilon_0-Kz)$. Integrated from $-h_s/2$ to $h_s/2$, it gives the force $M_sh_s\varepsilon_0$, since the term odd in $z$ cancels. Multiplied by $z$ and integrated, it gives $-M_sKh_s^3/12$. Hence

$$M_sh_s\varepsilon_0=-\int_{\rm films}\tau\,dz,\qquad
K=\frac{12}{M_sh_s^3}\int_{\rm films}\tau\,z\,dz. \tag{1}$$

The second relation holds for films of any thickness within the model. It says that the substrate bends in proportion to the total moment of the actual film stresses about its midplane. Stacking order can enter in two ways: through the lever arm $z$, and through the difference between the actual stress $\tau$ and the stress $\sigma_i$.

The lever arm is easy. Film $i$ has its midplane at $z_i=h_s/2+c_i$, where $c_i$ is its height above the substrate surface. This height is at most the total film thickness. If that is much less than $h_s$, every film pulls at nearly the same arm, $h_s/2$.

The stress needs an estimate. Write $T'=\int_{\rm films}|\tau|\,dz$. Equation (1) gives $|\varepsilon_0|\le T'/(M_sh_s)$. At film height, $z\approx h_s/2$, it also gives

$$|Kz|\lesssim\frac{12}{M_sh_s^3}\,T'\left(\frac{h_s}{2}\right)^2=\frac{3T'}{M_sh_s}.$$

The films are thus strained by at most about $4T'/(M_sh_s)$ on release. With $S=\sum_iM_ih_i$, the stress-thickness they gain or lose is at most about $4T'S/(M_sh_s)$. This is a small part of $T'$ if

$$\sum_iM_ih_i\ll M_sh_s .$$

Besides being thin, the films must therefore have a combined stretching stiffness, modulus times thickness, much smaller than that of the substrate. For moduli of similar size the two conditions agree. A stiff film on a soft polymer may meet the first and fail the second.

Under these conditions we may put $\tau\approx\sigma_i$ and $z\approx h_s/2$ in equation (1):

$$K\approx\frac{12}{M_sh_s^3}\,\frac{h_s}{2}\sum_i\sigma_ih_i
=\frac{6}{M_sh_s^2}\sum_i\sigma_ih_i. \tag{2}$$

This is Stoney's formula for several films. Neither the position of a film nor its modulus appears, so any reordering that leaves each product $\sigma_ih_i$ unchanged leaves the sum unchanged.

The two parts of the answer can now be separated. For a given stack, the balance equations are linear in the stresses $\sigma_i$, so the curvature is a sum of film contributions even when the films are thick. In a thick stack, however, the weight of each contribution depends on where the film lies and on what its neighbours are. Thinness makes the weights equal.

## An aluminium stack

Take a wafer with $M_s=180$ GPa, $\nu_s=0.25$, thickness 725 µm and radius 100 mm. The films are:

| Film | $M_i$ (GPa) | $h_i$ (nm) | $\sigma_i$ (MPa) |
|---|---:|---:|---:|
| barrier | 400 | 100 | 600 |
| aluminium | 110 | 500 | 100 |
| cap | 250 | 50 | −800 |

The products $\sigma_ih_i$ are 60, 50 and −40 N/m, with sum 70 N/m. Since $M_sh_s^2=9.46\times10^4$ N, equation (2) gives

$$K=\frac{6\times70}{9.46\times10^4}\ \mathrm{m^{-1}}=4.439\ \mathrm{km^{-1}}.$$

The separate shares are 3.805, 3.171 and −2.537 km$^{-1}$. The radius of curvature is 225 m, and the centre of the wafer is displaced from its edge by $KR^2/2=22$ µm.

To see what equation (2) leaves out, we can solve the model without assuming thin films. The elastic energy per area is $\int M(\varepsilon_0-Kz+m)^2dz$, where $m=\sigma_i/M_i$ in film $i$ and $m=0$ in the substrate. Its derivative with respect to $\varepsilon_0$ is twice the total force, and its derivative with respect to $K$ is minus twice the total moment. The minimum is therefore the state of balance. Numerical minimization gives the middle column below; the last column belongs to successive deposition, treated further on.

| Order, bottom to top | $K$, flat reference (km$^{-1}$) | $K$, successive (km$^{-1}$) |
|---|---:|---:|
| barrier/Al/cap | 4.4238 | 4.4328 |
| barrier/cap/Al | 4.4277 | 4.4313 |
| Al/barrier/cap | 4.4281 | 4.4347 |
| Al/cap/barrier | 4.4294 | 4.4313 |
| cap/barrier/Al | 4.4289 | 4.4280 |
| cap/Al/barrier | 4.4333 | 4.4298 |

The extra digits serve to compare orders within the model; they are not a claim about a real wafer. In the middle column the six results span 0.0095 km$^{-1}$, about 0.2% of the leading value. All lie slightly below 4.439 km$^{-1}$, and the next order explains why.

## What the films do to one another

To lowest order, equation (1) gives $\varepsilon_0=-F/(M_sh_s)$ with $F=\sum_i\sigma_ih_i$. Equation (2) gives $Kh_s/2=3F/(M_sh_s)$. The upper surface of the substrate is therefore strained by

$$\varepsilon_0-\frac{Kh_s}{2}=-\frac{4F}{M_sh_s}.$$

One quarter of this is uniform contraction and three quarters is bending. Every film follows the surface, so its stress changes by $-4M_iF/(M_sh_s)$. For the aluminium this is

$$-\frac{4\times110\times70}{180\times725\times10^{-6}}\ \mathrm{Pa\,m/m}=-0.236\ \mathrm{MPa},$$

where the ratio of moduli has been taken in GPa. The energy minimum for barrier/Al/cap gives −0.235 MPa. A film that carries 100 MPa thus loses about a quarter of a percent of its stress through the relaxation of the whole stack, its own pull included. The films do interact, but they do so through a substrate that hardly yields.

Now put $\tau=\sigma_i-4M_iF/(M_sh_s)$ and $z=h_s/2+c_i$ into equation (1). Keeping products with one small factor, we obtain

$$K\approx\frac{6F}{M_sh_s^2}+\frac{12}{M_sh_s^3}\sum_i\sigma_ih_ic_i-\frac{24FS}{M_s^2h_s^3}. \tag{3}$$

The second term is the extra lever arm of the higher films. The third is the unloading of the films; its factor is $12\times\tfrac12\times4=24$. The unloading does not depend on order, because $F$ and $S$ are sums over all films.

In the example, $S=1.075\times10^5$ N/m and $M_sh_s=1.305\times10^8$ N/m. The unloading lowers the curvature by the fraction $4S/(M_sh_s)=0.33\%$, or 0.0146 km$^{-1}$. For barrier/Al/cap the heights $c_i$ are 50, 350 and 625 nm, so

$$\sum_i\sigma_ih_ic_i=(60\times50+50\times350-40\times625)\ \mathrm{nm\,N/m}=-4.5\times10^{-6}\ \mathrm N.$$

With $M_sh_s^3=68.6$ N m, the lever term is −0.0008 km$^{-1}$. The two corrections take 4.4392 to 4.4238 km$^{-1}$, the first entry in the table. For the reverse order the heights are 25 nm for the cap, 300 nm for aluminium and 600 nm for the barrier. The lever term becomes +0.0087 km$^{-1}$, and the total is 4.4333 km$^{-1}$. Even this largest lever term is smaller than the common unloading, which is why every entry in the middle column lies below the leading value.

A simple rule follows for exchanging two neighbouring films A and B. Let A lie below B, and measure heights from the bottom of the pair. Then $c_A=h_A/2$ and $c_B=h_A+h_B/2$. After the exchange, $c_B=h_B/2$ and $c_A=h_B+h_A/2$. The difference in $\sum\sigma_ih_ic_i$ is $-\sigma_Ah_Ah_B+\sigma_Bh_Bh_A$, so

$$K_{\rm A\ below}-K_{\rm B\ below}\approx\frac{12h_Ah_B(\sigma_B-\sigma_A)}{M_sh_s^3}. \tag{4}$$

The difference contains a product of two film thicknesses, whereas the main effect contains one. For stresses referred to the flat substrate, moving the more tensile film upward raises $K$, unless the two stresses are so nearly equal that the neglected higher-order terms decide the sign. This puts cap/Al/barrier highest in the middle column and barrier/Al/cap lowest. For aluminium and cap alone on the wafer, with aluminium below, equation (4) gives −0.0039 km$^{-1}$, as does the energy minimum.

## Films deposited one after another

When curvature is followed during deposition, $\sigma_k$ usually means something else: the stress with which film $k$ is laid down on the stack as already bent. Equation (1) still holds, since it contains the actual stresses. What changes is the unloading. Film $k$ feels the surface strain caused by itself and by later films, but not the strain that was present before it arrived. With $F_j=\sigma_jh_j$, its stress changes by

$$-\frac{4M_k}{M_sh_s}\sum_{j\ge k}F_j .$$

Multiplying by $h_k$ and summing over $k$ gives the total loss of stress-thickness. In the double sum, each $F_j$ is multiplied by the stiffness of all films up to and including $j$, which we call $S_j=\sum_{k\le j}M_kh_k$. The product $FS$ in equation (3) is therefore replaced by $\sum_jF_jS_j$. This does depend on order, but it is again of second order in film thickness. The leading term is untouched.

The last column of the table comes from minimizing the energy after each deposition, with each film arriving whole at its deposition stress. It spans 0.0067 km$^{-1}$, or 0.15% of the leading value. The individual steps show the same thing:

- In the order barrier, aluminium, cap, they are 3.801, 3.165 and −2.533 km$^{-1}$.
- In the reverse order, the cap gives −2.536, aluminium 3.167 and the barrier 3.799 km$^{-1}$.

None of these steps differs from its share in equation (2) by more than 0.2% of that share. The cap bends the wafer by nearly the same amount whether it comes first or last.

A film that grows gradually can be treated as many thin films. Its share in the sum is then the integral of its deposition stress over its thickness, so the argument does not need a uniform stress. Each new layer then escapes the strain already caused by the lower part of its own film. In the example this raises every entry in the last column by about 0.0045 km$^{-1}$ and leaves their spread unchanged.

## When the remainder matters

The error in equation (2) is small compared with what $\sum|\sigma_i|h_i$ would produce. It need not be small compared with the net curvature. Suppose $\sigma_Ah_A=f$ and $\sigma_Bh_B=-f$. The leading term vanishes, and so does the unloading term in equation (3). With A below B,

$$K\approx\frac{12f}{M_sh_s^3}\left[\frac{h_A}{2}-h_A-\frac{h_B}{2}\right]=-\frac{6f(h_A+h_B)}{M_sh_s^3}.$$

Exchanging the films reverses the sign. If the cap stress is changed to −1000 MPa, so that the cap balances the aluminium at $f=50$ N/m, the curvature is −0.0024 km$^{-1}$ with aluminium below and +0.0024 km$^{-1}$ with aluminium above. Here order decides the direction of bending, although the amount is tiny. The sign rule belongs to stresses referred to the flat substrate. In successive deposition with A first, $\sum_jF_jS_j=-fM_Bh_B$ is not zero, and an unloading term of similar size is added. The result depends on how the films arrive. For this pair, if each film arrives whole, the reversal of sign disappears: the curvature becomes −0.0012 km$^{-1}$ with aluminium below and −0.0029 km$^{-1}$ with aluminium above. If each grows gradually at constant deposition stress, the values are +0.0009 and −0.0009 km$^{-1}$, with signs opposite to those for the flat reference.

A thinner substrate also brings the remainder out. With the films and their flat-reference stresses held fixed, the ratio of $K$ to its leading value, over all six orders, runs

- from 0.9965 to 0.9987 at 725 µm,
- from 0.975 to 0.990 at 100 µm,
- from 0.78 to 0.90 at 10 µm.

At 10 µm the total film thickness is 6.5% of the substrate thickness, and order matters at the level of 12% of the leading value. These figures assume small deflection. This restricts them to pieces up to about a centimetre in radius at 100 µm, and to a few tenths of a millimetre at 10 µm. At radii of 1 cm and 0.3 mm respectively, stretching already lowers the curvature at the centre by about 0.5% and 0.3%.

The reason is that a disc cannot become a shallow bowl without stretching. Let its shape be $w=Kr^2/2$ and its radial midplane displacement $u(r)$. The midplane strains are $\varepsilon_r=u'+K^2r^2/2$ and $\varepsilon_\theta=u/r$, so $(r\varepsilon_\theta)'-\varepsilon_r=-K^2r^2/2$. Let $s_r$ and $s_\theta$ be the radial and circumferential stresses that go with these strains. In-plane equilibrium requires $s_\theta=(rs_r)'$. Try $s_r=C(R^2-r^2)$, which vanishes at the free edge; then $s_\theta=C(R^2-3r^2)$. Hooke's law turns the strain relation into $-8Cr^2/E_s=-K^2r^2/2$, so $C=E_sK^2/16$. With $x=r^2/R^2$, the mean stretching energy per area is

$$\frac{h_sC^2R^4}{2E_s}\int_0^1\!\left[(1-x)^2+(1-3x)^2-2\nu_s(1-x)(1-3x)\right]dx .$$

The three terms integrate to $\tfrac13$, 1 and 0, which gives $E_sh_sR^4K^4/384$. The bending energy per area, including the work of the films, is $M_sh_s^3(K^2-2KK_0)/12$, where $K_0$ is the curvature without stretching. Setting the derivative of the sum to zero and using $E_s/M_s=1-\nu_s$, we find

$$K_0=K\left[1+(1-\nu_s)\left(\frac{KR^2}{4h_s}\right)^2\right].$$

For the 725 µm wafer the correction is 0.018%. If the disc is free to depart from the parabola, the curvature at its centre falls by about 0.04%, still well below the effect of order. These figures are for a weightless, initially flat disc. A silicon wafer of this size supported at its rim sags by about 24 µm under its own weight, as much as the bow caused by the films. With the films uppermost, the change in central curvature they produce is then lowered by about 0.6%, half through stretching and half because the films stiffen the wafer against its weight. That exceeds the effect of order.

## Beside a real wafer

The parameters are rough typical values for aluminium metallization; the barrier and cap are model layers, and real stresses in such films vary widely with deposition conditions. In practice, other errors hide the effect of order. Aluminium expands more than the wafer by roughly 20 ppm/K, so a temperature difference of 1 K between readings changes its stress by 2.2 MPa and, through the aluminium alone, the curvature by 0.070 km$^{-1}$; the barrier and cap add their own thermal terms. That is about ten times the spread for successive deposition. An error of 1 µm in wafer thickness shifts the result by 0.012 km$^{-1}$. The assumption most at risk is that each $\sigma_i$ survives the later steps. Suppose the cap is deposited 150 K hotter, after the aluminium, and let the aluminium yield at ±150 MPa, a rough value taken as constant. Heating would take its stress from 100 to −230 MPa, but yielding stops it at −150 MPa. Cooling adds 330 MPa, and yielding stops it again, at +150 MPa. The aluminium has gained 25 N/m, and the curvature rises by 1.59 km$^{-1}$, 36% of the leading value. If the whole step were credited to the cap, its stress would be read as $(-40+25)/50$ N/(m nm) $=-300$ MPa instead of −800 MPa. Had the cap been deposited before the aluminium, this would not have happened.

Equation (2) still holds in that case, provided the new aluminium stress is used. Order has entered through the history of the material and not through the mechanics of bending. The same applies when a film grows with a different stress on a different underlayer, or reacts with its neighbour. The substrate adds whatever stress-thickness the films actually carry; it cannot ensure that a different sequence of processing produces the same films.

Numbers in the example were calculated in double precision.
